# Does the Slope of Parabolic Scaling Measure the Vacancy Barrier?

**Q:** I have rate constants for a model nickel oxide scale growing on nickel in 1 bar of oxygen. The thickness follows \(X^2=2kt\), and \(k\) rises by a factor of 9.59 between 1473 and 1673 K. With \(\beta=1/k_BT\), the two temperatures differ by \(0.942\ \mathrm{eV^{-1}}\) in \(\beta\), so the slope is \(\ln(9.59)/0.942=2.40\) eV. The scale grows because cation vacancies hop through it. So the barrier for a vacancy hop is 2.40 eV.

**A:** The slope is right, but the conclusion needs one more fact. How many vacancies were hopping at each temperature?

**Q:** I took the same number. The oxygen pressure was fixed.

**A:** Fixing the pressure does not fix the vacancy content. Let \(v\) be the number of vacancies per cation site and \(h\) the number of holes per cation site. In an undoped, metal-deficient monoxide, oxygen makes the vacancies:

\[
\tfrac12\mathrm{O_2}\rightarrow \mathrm{O_O}+V''+2h^{\bullet}.
\]

An oxygen atom joins the crystal, and the new cation site beside it stays empty. That vacancy has charge \(-2\) relative to the perfect lattice, and two holes balance it. Let this reaction have enthalpy \(H_f\) and entropy \(S_f\), both taken as constant, and let \(P\) be the oxygen pressure in bar. The free energy per vacancy, before the mixing entropy of the defects, is

\[
g=H_f-TS_f-\tfrac12k_BT\ln P .
\]

For dilute defects that do not interact, the free energy per site is

\[
\frac{G}{k_BT}=\frac{vg}{k_BT}+(v\ln v-v)+(h\ln h-h),\qquad h=2v .
\]

The derivative of \(v\ln v-v\) is \(\ln v\). The hole term gives \(2\ln(2v)\), because each vacancy brings two holes. At the minimum

\[
\frac{g}{k_BT}+\ln v+2\ln(2v)=0
\quad\Rightarrow\quad
4v^3=K\sqrt P,\qquad K=e^{S_f/k_B-H_f/k_BT}.
\]

Therefore

\[
v=\left(\frac K4\right)^{1/3}P^{1/6},\qquad
-\frac{d\ln v}{d\beta}\bigg|_P=\frac{H_f}{3}.
\]

**Q:** Why a third? Making one vacancy costs the whole of \(H_f\).

**A:** It does. But the mass-action product \(vh^2\) carries the factor \(e^{-\beta H_f}\), and all three defects in it multiply together as the oxide is heated. More holes make the next vacancy less favourable, so each concentration carries a third of the exponent.

For a vacancy of charge \(-z\), the same minimisation gives \(z^zv^{z+1}=K\sqrt P\) (with \(z^z=1\) for \(z=0\)), so the share is \(H_f/(z+1)\): all of it for a neutral vacancy, half for a singly charged one.

**Q:** Suppose I call this undoped oxide intrinsic. Does that mean equal numbers of electrons and holes?

**A:** Not here. It means that the vacancies are native, made by oxygen and not by dopants. With electrons and holes in equal numbers, or with vacancies on both sublattices, the charge balance would differ and the third would not follow.

**Q:** Then let me see how \(v\) enters the growth rate. I would have written a vacancy flux \(-D_V\,dv/dx\).

**A:** That leaves out the electric field. Let \(x\) run from the metal to the gas, let \(\phi\) be the potential in units of \(k_BT/e\), and let a prime on a concentration or on \(\phi\) mean \(d/dx\). Per site, the fluxes are

\[
J_V=-D_V(v'-2v\phi'),\qquad J_h=-D_h(h'+h\phi').
\]

No net current flows through the scale, so \(-2J_V+J_h=0\), or \(J_h=2J_V\). With \(h=2v\), the hole equation gives

\[
\phi'=-\frac{v'}{v}-\frac{J_V}{D_hv}.
\]

Put this into the vacancy flux:

\[
J_V=-D_V\left(3v'+\frac{2J_V}{D_h}\right)
\quad\Rightarrow\quad
J_V=-\frac{3D_V}{1+2D_V/D_h}\,v'.
\]

Holes are far more mobile than vacancies, so the denominator is close to one. The holes run ahead, and the field they set up pulls the vacancies along at three times the plain diffusive flux. Solving the coupled transport equations together with Poisson's equation, for \(D_h/D_V=1000\), gives a factor of 2.995 when the Debye length is 1% of the thickness. For the much shorter Debye length of a real scale it tends to the value of the formula, \(3/1.002=2.994\).

Vacancies move inward and cations move outward. Each cation that reaches the gas side adds one formula unit of oxide, so \(dX/dt=3D_Vv'\). For a steady profile \(v'=(v_o-v_i)/X\), where \(o\) marks the gas side and \(i\) the metal side:

\[
\frac{dX}{dt}=\frac kX,\qquad k=3D_V(v_o-v_i).
\]

Integrating from zero thickness gives \(X^2=2kt\).

**Q:** The scale thickens all the time. Why may the profile be called steady?

**A:** Vacancies cross the scale in a time of about \(X^2/(3D_V)\), while growth takes \(X^2/(2k)\). The ratio is \(2k/(3D_V)=2(v_o-v_i)\), which is about \(6\times10^{-4}\) at 1573 K for the parameters given below. The profile settles long before the thickness changes much.

**Q:** So what is my 2.40 eV?

**A:** Write \(D_V=D_0e^{-H_m/k_BT}\), where \(H_m\) is the migration enthalpy, the barrier you wanted. When the gas pressure is far above the dissociation pressure of the oxide, \(v_i\) can be dropped at first. Then \(k=3D_Vv_o\), and

\[
E=-\frac{d\ln k}{d\beta}=H_m+\frac{H_f}{3}.
\]

Your model data were made with this simple form, without \(v_i\), and with \(H_m=1.7\) eV, \(H_f=2.1\) eV, \(S_f=-7k_B\) and \(D_0=0.1\ \mathrm{cm^2/s}\). At 1573 K, \(k_BT=0.1356\) eV, and

\[
v=4^{-1/3}\exp\!\left(-\frac73-\frac{0.7}{0.1356}\right)\approx3.5\times10^{-4}.
\]

With \(D_V=3.58\times10^{-7}\ \mathrm{cm^2/s}\),

\[
k=3(3.58\times10^{-7})(3.49\times10^{-4})
=3.75\times10^{-10}\ \mathrm{cm^2/s}.
\]

Ten hours is 36,000 s, so \(X=\sqrt{2kt}\approx52\ \mu\mathrm m\). The energy is \(1.7+2.1/3=2.4\) eV. Between 1473 and 1673 K the vacancy diffusivity rises by a factor of 4.96. The rest of your 9.59 comes from the larger number of vacancies.

**Q:** How bad is it if I use 2.4 eV as the barrier anyway?

**A:** With the same \(D_0\), your vacancy diffusivity at 1573 K is too low by a factor \(e^{0.7/0.1356}\approx175\).

**Q:** My data leave out the metal side. What changes if it is included?

**A:** It lowers the energy slightly. Let \(H_{ox}=-2.4\) eV and \(S_{ox}=-0.9\) meV/K belong to \(\mathrm{M}+\tfrac12\mathrm{O_2}\rightarrow\mathrm{MO}\). Metal and oxide coexist at the pressure \(P_i\) given by

\[
\ln P_i=\frac{2(H_{ox}-TS_{ox})}{k_BT}.
\]

At 1573 K, \(P_i=4.9\times10^{-7}\) bar. The vacancy ratio is \(r=v_i/v_o=(P_i/P)^{1/6}=0.089\), so \(k\) falls to \(3.41\times10^{-10}\ \mathrm{cm^2/s}\). At fixed \(P\), \(d\ln r/d\beta=H_{ox}/3=-|H_{ox}|/3\). Since \(k=3D_Vv_o(1-r)\),

\[
E=H_m+\frac{H_f}{3}+\frac{r}{1-r}\frac{d\ln r}{d\beta}
=H_m+\frac{H_f}{3}-\frac{r}{1-r}\frac{|H_{ox}|}{3}.
\]

This gives \(2.40-0.08=2.32\) eV. Heating raises the vacancy content on the metal side by a larger factor than on the gas side, so the difference \(v_o-v_i\) grows by a smaller factor than \(v_o\) does.

The words "fixed pressure" matter too. If the gas is held at a fixed multiple of \(P_i\), then \(r\) is constant but \(P^{1/6}\) rises with temperature and adds \(|H_{ox}|/3\). The energy becomes \(1.7+(2.1+2.4)/3=3.2\) eV.

**Q:** Suppose I fix the vacancy content with donors. Then the slope must be \(H_m\).

**A:** For the cation diffusion coefficient, which is proportional to \(D_Vv\), yes, provided the donors do not trap the vacancies. For the scale, not quite. We need a rate that does not assume \(h=2v\).

Fast holes have a nearly uniform electrochemical potential. Local equilibrium of the defect reaction ties the vacancy's electrochemical potential, plus twice that of the hole, to half the chemical potential of \(\mathrm{O_2}\). The gradient that drives the vacancies is therefore \(\tfrac12k_BT\,d\ln P/dx\), where \(P\) now means the local equilibrium oxygen pressure. Hence

\[
J_V=-\frac{D_Vv}{2}\frac{d\ln P}{dx},\qquad
k=\frac12\int_{P_i}^{P}D_Vv\,d\ln P .
\]

The second form follows because the steady flux is the same at every depth. For native vacancies \(v\propto P^{1/6}\), the integral of \(v\) is \(6(v_o-v_i)\), and the factor three returns.

Let \(c\) be the fraction of sites holding donors of charge \(+1\), such as trivalent ions on divalent sites. Neutrality reads \(2v=h+c\). If \(c\gg h\), then \(v=c/2\), and

\[
k=\frac{cD_V}{4}L,\qquad L=\ln\frac P{P_i},\qquad
\frac{dL}{d\beta}=-2H_{ox}=2|H_{ox}|.
\]

So

\[
E=H_m-\frac{2|H_{ox}|}{L}.
\]

With \(L=14.5\) this is \(1.7-4.8/14.5=1.37\) eV, below the barrier. The vacancy content is fixed, but the driving force shrinks on heating because the oxide becomes less stable. For \(c=0.01\) the full charge balance gives 1.38 eV for the scale and 1.72 eV for diffusion; the small excesses come from the remaining native holes. In this doped case holes are scarce near the metal, where ionic conduction reaches about 11% of hole conduction for an assumed hole mobility of \(0.1\ \mathrm{cm^2/(V\,s)}\), so the fast-hole formula is less accurate there. Thermal electrons are left out; for a gap of 3.5 eV they would be about as numerous as the holes at the metal side. These numbers also assume that donors and vacancies do not interact, which is doubtful at \(c=0.01\). A donor attracts a vacancy just as a hole does. If it binds one with energy \(E_t\) on any of 12 sites, trapped vacancies outnumber free ones by \(12e^{E_t/k_BT}\) times the fraction of free donors, about 20 to 1 for \(E_t=0.8\) eV. Both energies then rise by roughly \(E_t\).

**Q:** And acceptors?

**A:** They fix \(h\) instead. If their fraction is \(a\) and \(h\approx a\), then \(v=K\sqrt P/a^2\), which carries all of \(H_f\). The energy is close to \(1.7+2.1=3.8\) eV; the metal-side term removes about 0.002 eV. The hop is the same in each case. The companions of the vacancy have changed.

**Q:** Then for undoped oxide I can check the charge from the pressure dependence. An exponent near 1/6 means doubly charged, and near 1/4 means singly charged.

**A:** For dilute, non-interacting defects that holds for \(v\). For \(k\), the metal side already raises the exponent from 0.167 to 0.183 here. Attraction between defects raises it further.

Suppose a vacancy can bind one hole on any of 12 neighbouring sites, with an assumed binding energy \(E_b=0.8\) eV and unchanged mobility. At the gas side, 82% of the vacancies are then singly charged. Making such a vacancy and its one free hole costs \(H_f-E_b\). If these dominate, \(v=h\), and apart from the metal-side term

\[
E\approx H_m+\frac{H_f-E_b}{2}=1.7+0.65=2.35\ \mathrm{eV}.
\]

The full calculation gives 2.31 eV and an exponent of 0.242. The energy hardly differs from the unbound 2.32 eV, although the defect has changed. One reason is that \((H_f-E_b)/2\) equals \(H_f/3\) when \(E_b=H_f/3=0.7\) eV, close to the value chosen here. Much weaker binding changes little either, because most vacancies then stay doubly charged: at \(E_b=0.4\) eV only 14% are singly charged and the energy is 2.34 eV. Stronger binding does lower the energy, to 1.97 eV for \(E_b=1.5\) eV.

Now leave out binding and describe the attraction by Debye–Hückel screening, with relative permittivity 12 and closest approach 0.30 nm. The vacancies stay doubly charged, yet the exponent becomes 0.245. The rate constant is 2.2 times its value without attraction, and the energy is 2.43 eV. This is a rough size. Debye–Hückel theory assumes that the attraction is weak compared with \(k_BT\), but a vacancy and a hole at closest approach attract by about 0.8 eV before screening, nearly six times \(k_BT\). The two estimates describe overlapping parts of the same attraction and should not be added. An \(H_f\) obtained by fitting ideal mass action to such an oxide is an effective value.

**Q:** How close is all this to a real nickel oxide scale?

**A:** The parameters are rough round values in that regime, not measured constants. The model is a compact scale with lattice diffusion alone, and real scales break this through impurities and grain boundaries as well as defect attraction. At 1573 K, donors at 100 parts per million of the cation sites raise \(k\) by 27% and lower \(E\) from 2.32 to 2.10 eV. For boundaries, assume a width of 1 nm, a prefactor ten times that of the lattice and an energy lower by 0.6 eV. Take the grains as square columns running through the scale. With 20 µm grains at 1573 K the boundaries carry 8% as much as the lattice, and \(E\) becomes 2.28 eV. With 1 µm grains at 1073 K they carry 13 times as much, and \(E\) is 1.84 eV. That number lies near \(H_m\), but it comes from a different path. Thermal electron–hole pairs across an assumed gap \(E_g=3.5\) eV, with the product of the electron and hole fractions taken as \(4e^{-E_g/k_BT}\), change \(k\) of the undoped scale by less than 0.1%. The effect grows steeply for a smaller gap and passes 1% at 3.0 eV.

**Q:** Then what should I measure to get the barrier?

**A:** Measure the vacancy content as well, for example from the weight change of the oxide with oxygen pressure. The weight change gives differences in \(v\), so one reference value is needed too. Then differentiate the general rate with respect to its upper limit at fixed temperature:

\[
\frac{\partial k}{\partial\ln P}=\frac12D_Vv_o
\quad\Rightarrow\quad
D_V=\frac{2}{v_o}\frac{\partial k}{\partial\ln P}=\frac{2nk}{v_o},
\qquad n=\frac{\partial\ln k}{\partial\ln P}.
\]

This does not need ideal mass action. It does need fast holes, local equilibrium and growth through the lattice. It also gives \(D_V\) averaged over all the vacancies counted in \(v_o\), including any trapped at impurities or in another charge state. For the undoped scale at 1573 K, with the metal side included,

\[
D_V=\frac{2(0.183)(3.41\times10^{-10})}{3.49\times10^{-4}}
\approx3.6\times10^{-7}\ \mathrm{cm^2/s}.
\]

With the screened attraction, \(k\) is \(2.201\times3.41\times10^{-10}=7.5\times10^{-10}\ \mathrm{cm^2/s}\), \(n=0.245\) and \(v_o=1.03\times10^{-3}\). The same formula again gives \(3.6\times10^{-7}\ \mathrm{cm^2/s}\), although the rate constant has more than doubled.

**Q:** So I repeat that at several temperatures, and the slope of \(\ln D_V\) against \(\beta\) is \(-H_m\).

**A:** Yes, as long as all the vacancies you count are equally mobile and the hop keeps the same barrier over that range. If some are trapped at impurities, the trapped share falls on heating and the slope exceeds \(H_m\). If two charge states hop with different barriers, the slope is not that of either one alone.

## Table of computed values

```
H_m = 1.7 eV, H_f = 2.1 eV, S_f = -7.0 k_B
D0 = 0.1 cm2/s, gas P = 1 bar
H_ox = -2.4 eV, S_ox = -0.9 meV/K
T = 1473 K: kT = 0.1269 eV, v = 2.46e-04
  D_V = 1.53e-07, k = 1.13e-10 cm2/s
  thickness after 10 h = 28.5 um
T = 1573 K: kT = 0.1356 eV, v = 3.49e-04
  D_V = 3.58e-07, k = 3.75e-10 cm2/s
  thickness after 10 h = 51.9 um
T = 1673 K: kT = 0.1442 eV, v = 4.76e-04
  D_V = 7.57e-07, k = 1.08e-09 cm2/s
  thickness after 10 h = 88.2 um
predicted E = 2.400 eV
minimised, charge 0: fitted E = 3.800 eV
minimised, charge 1: fitted E = 2.750 eV
minimised, charge 2: fitted E = 2.400 eV
pressure exponent of v = 0.1666
flux factor, coupled transport = 2.995
growth/parabolic law = 0.9970, 0.9970
1473 to 1673 K: k rises x9.59, D_V rises x4.96
slope used as barrier, same D0: D_V too low by x175
All lines below: 1573 K unless another T is given
P_i = 4.93e-07 bar, ln(P/P_i) = 14.52, r = 0.0889
with metal-side v: k = 3.41e-10 cm2/s, E = 2.322 eV
  pressure exponent of k = 0.183
donor fraction 0.01: scale E = 1.376 eV
  limit = 1.369 eV, diffusion E = 1.719 eV
acceptor fraction 0.01: scale E = 3.798 eV
gas at 1e4 P_i: E = 3.200 eV
binding 1.5 eV: E = 1.967, limit = 1.967 eV
Neglected effects; k ratios are to k with metal-side v
donors 1e-4: k x1.275, E = 2.101 eV, exp. 0.158
pairs, gap 3.5 eV: k x1.000, E = 2.321 eV, exp. 0.183
binding 0.4 eV: k x1.057, E = 2.342 eV, exp. 0.191
  singly charged share at gas = 0.141
binding 0.8 eV: k x1.902, E = 2.312 eV, exp. 0.242
  singly charged share at gas = 0.820
Debye-Hueckel, eps = 12, closest = 0.30 nm:
  length = 0.52 nm, v = 1.03e-03
  attraction per V'' + 2h = 0.439 eV
  k x2.201, E = 2.425 eV, exp. 0.245
boundaries: width 1 nm, prefactor x10, energy lower by 0.6 eV
  1573 K, grain 20 um: boundary/lattice = 0.084, E = 2.276 eV
  1073 K, grain 1 um: boundary/lattice = 13.151, E = 1.838 eV
hole mobility 0.1 cm2/Vs: ion/hole conduction = 5.3e-05
  same, donor 0.01, metal side = 0.108
vacancy settling/growth time = 6.4e-04
```
